# Stress-driven ripple growth and decay during active oxidation: a numerical check

```python
"""Ripple growth on a stressed surface that recedes by active oxidation.

Result under test: a solid below y = h(x,t), remote stress sigma0 along x,
traction-free surface, normal recession R = R0*(1 + beta*sigma_t).
A small ripple a*cos(k*x) obeys a(t) = a(0)*exp(2*R0*beta*sigma0*k*t).
sigma_t: local tangential stress (tension positive); beta = V/(kB*T);
V: activation volume; R0: recession rate without stress; k: wavenumber.
In the dimensionless tests R0 = beta = 1, so stress means beta*sigma.
"""
import numpy as np
from scipy import constants as const

N_MODES, N_POINTS = 8, 24
MODES = np.arange(1, N_MODES + 1)


def surface_geometry(coef, k):
    """Height, slope and curvature (positive at crests) of a cosine series."""
    x = (np.arange(N_POINTS) + 0.5) * np.pi / (k * N_POINTS)
    q = MODES * k
    cosine, sine = np.cos(np.outer(x, q)), np.sin(np.outer(x, q))
    height = cosine @ coef
    slope = -sine @ (q * coef)
    curvature = (cosine @ (q**2 * coef)) / (1 + slope**2) ** 1.5
    return x, q, cosine, sine, height, slope, curvature


def surface_stress(coef, k, sigma0):
    """Tangential stress with zero traction on the actual curved surface."""
    x, q, cosine, sine, height, slope, _ = surface_geometry(coef, k)
    qy = np.outer(height, q)
    decay = np.exp(qy)
    # Airy modes (A/q^2 + B*y/q)*exp(q*y)*cos(q*x)
    sxx = np.hstack([decay * cosine, (2 + qy) * decay * cosine])
    syy = np.hstack([-decay * cosine, -qy * decay * cosine])
    sxy = np.hstack([decay * sine, (1 + qy) * decay * sine])
    m = slope[:, None]
    matrix = np.vstack([sxy - m * sxx, syy - m * sxy])
    target = np.concatenate([slope * sigma0, np.zeros(N_POINTS)])
    amplitudes = np.linalg.lstsq(matrix, target, rcond=None)[0]
    residual = np.max(np.abs(matrix @ amplitudes - target))
    return sigma0 + (sxx + syy) @ amplitudes, residual


def coefficient_rates(coef, k, sigma0, law):
    """Time derivative of the cosine coefficients, full slope factor kept."""
    _, _, cosine, _, _, slope, curvature = surface_geometry(coef, k)
    stress, _ = surface_stress(coef, k, sigma0)
    velocity = -law(stress, curvature) * np.sqrt(1 + slope**2)
    return 2 / N_POINTS * (cosine.T @ velocity)


def single_ripple(amplitude):
    coef = np.zeros(N_MODES)
    coef[0] = amplitude
    return coef


def initial_growth(k, sigma0, law):
    amplitude = 1e-3 / k
    rates = coefficient_rates(single_ripple(amplitude), k, sigma0, law)
    return rates[0] / amplitude


def linear_law(stress, curvature):
    return 1 + stress


def evolve(amplitude, k, sigma0, duration, steps=60):
    coef, dt = single_ripple(amplitude), duration / steps

    def f(c):
        return coefficient_rates(c, k, sigma0, linear_law)

    for _ in range(steps):
        r1 = f(coef)
        r2 = f(coef + dt * r1 / 2)
        r3 = f(coef + dt * r2 / 2)
        r4 = f(coef + dt * r3)
        coef = coef + dt * (r1 + 2 * r2 + 2 * r3 + r4) / 6
    return coef


# Surface stress: the remainder after the linear term must be second order.
remainders = []
for slope_size in (0.05, 0.025):
    ripple = single_ripple(slope_size)
    stress, traction = surface_stress(ripple, 1.0, 1.0)
    x_points = surface_geometry(ripple, 1.0)[0]
    predicted = 1 - 2 * slope_size * np.cos(x_points)
    remainders.append(np.max(np.abs(stress - predicted)))
    assert traction < 1e-7
    assert stress[0] < 1 < stress[-1]  # crest relieved, trough loaded
assert 3.4 < remainders[0] / remainders[1] < 4.6

# Exponential law from nonlinear evolution: two wavenumbers, both signs.
for k_test in (1.0, 2.5):
    for load in (0.3, -0.3):
        duration = 1 / (2 * k_test * abs(load))
        start = 1e-3 / k_test
        final = evolve(start, k_test, load, duration)[0]
        assert abs(final / start / np.exp(2 * load * k_test * duration) - 1) < 1e-3

# Other kinetic laws, and the unstressed surface.
G_TEST, Q_TEST, K_TEST = 0.1, 0.7, 1.7
assert abs(initial_growth(K_TEST, 0.0, linear_law)) < 1e-9
for load in (0.3, -0.3):
    rate = initial_growth(K_TEST, load, lambda s, c: 1 + Q_TEST * s**2)
    assert abs(rate / (4 * K_TEST * Q_TEST * load**2) - 1) < 1e-3
    rate = initial_growth(K_TEST, load, lambda s, c: np.exp(s))
    assert abs(rate / (2 * K_TEST * load * np.exp(load)) - 1) < 1e-3
    rate = initial_growth(K_TEST, load, lambda s, c: 1 + s + G_TEST * c)
    assert abs(rate / (2 * K_TEST * load - G_TEST * K_TEST**2) - 1) < 1e-3


def stress_factor_from_displacements(c11, c12, c44):
    """Surface stress relief divided by k*h*sigma0, from elastic equilibrium."""
    middle = (c12 + c44) ** 2 - c11**2 - c44**2
    decay = np.sqrt(np.roots([c11 * c44, middle, c11 * c44]).astype(complex))
    u = 1j * (c12 + c44) * decay
    v = c11 - c44 * decay**2
    sxx = 1j * c11 * u + c12 * decay * v
    syy = 1j * c12 * u + c11 * decay * v
    sxy = c44 * (decay * u + 1j * v)
    weights = np.linalg.solve(np.array([syy, sxy]), np.array([0, 1j]))
    return -(sxx @ weights).real


def cubic_factor(c11, c12, c44):
    return np.sqrt(2 + (c11**2 - c12**2 - 2 * c12 * c44) / (c11 * c44))


C11, C12, C44 = 166.0, 64.0, 80.0  # GPa, rough cubic stiffnesses
nearly_isotropic = (C11, C12, (C11 - C12) / 2 * 1.0001)
assert abs(stress_factor_from_displacements(*nearly_isotropic) - 2) < 1e-3
factor_cubic = stress_factor_from_displacements(C11, C12, C44)
assert abs(factor_cubic - cubic_factor(C11, C12, C44)) < 1e-8

# Surface diffusion: flux down the curvature gradient gives k^4 smoothing.
for k_test in (1, 2):
    grid = np.arange(800) * 2 * np.pi / 800
    dx = grid[1]

    def derivative(f):
        return (np.roll(f, -1) - np.roll(f, 1)) / (2 * dx)

    profile = 1e-3 * np.cos(k_test * grid)
    slope = derivative(profile)
    metric = np.sqrt(1 + slope**2)
    flux = -derivative(-derivative(slope / metric)) / metric
    change = -derivative(flux)
    smoothing = (change @ profile) / (profile @ profile)
    assert abs(smoothing / -k_test**4 - 1) < 2e-3

# Worked example in SI units: round, rough parameters.
temperature, pressure_torr, gas_temperature = 1100.0, 1e-4, 300.0
R0, sigma0, volume = 1e-9, 50e6, 0.02e-27
wavelength, a0 = 1000e-9, 2e-9
atom_volume, surface_energy, modulus = 0.02e-27, 1.0, 160e9
surface_diffusivity = 1e-14
burgers, dislocation_speed = 0.38e-9, 1e-5
kT = const.k * temperature
k = 2 * np.pi / wavelength
load = volume * sigma0 / kT
growth = 2 * R0 * load * k
efold = 1 / growth
depth_tension = R0 * (1 + load) * efold
depth_compression = R0 * (1 - load) * efold

capillary_length = atom_volume * surface_energy / kT
capillary_rate = R0 * capillary_length * k**2
site_density = atom_volume ** (-2 / 3)
B = surface_diffusivity * site_density * surface_energy * atom_volume**2 / kT
diffusion_rate = B * k**4
energy_rate = 4 * k * R0 * atom_volume * sigma0**2 / (2 * modulus * kT)
k_scan = 2 * np.pi / np.geomspace(20e-9, 20000e-9, 40001)
net_scan = 2 * R0 * load * k_scan - R0 * capillary_length * k_scan**2 - B * k_scan**4
peak = np.argmax(net_scan)
cutoff_wavelength = 2 * np.pi / np.max(k_scan[net_scan > 0])
net_rate = growth - capillary_rate - diffusion_rate
assert 0 < peak < len(k_scan) - 1 and net_rate > 0

# Oxygen supply: each O2 removes two atoms; supply and reaction in series.
pressure = pressure_torr * const.atm / 760
mass = 2 * 15.999 * const.atomic_mass
impingement = pressure / np.sqrt(2 * np.pi * mass * const.k * gas_temperature)
ceiling = 2 * atom_volume * impingement
supply_fraction = R0 / ceiling
kinetic = 1 / (1 / R0 - 1 / ceiling)


def series_rate(r):
    return 1 / (1 / r + 1 / ceiling)


step = 1e-4
sensitivity = np.log(series_rate(kinetic * np.exp(step))
                     / series_rate(kinetic * np.exp(-step))) / (2 * step)
assert abs(sensitivity - (1 - supply_fraction)) < 1e-6
molecule_diameter = 0.36e-9
free_path = const.k * gas_temperature / (
    np.sqrt(2) * np.pi * molecule_diameter**2 * pressure)

# Finite slope over one e-folding time, and the creep limit.
tension_end = evolve(a0 * k, 1.0, load, 1 / (2 * load), 100)
compression_end = evolve(a0 * k, 1.0, -load, 1 / (2 * load), 100)
gain_tension = tension_end[0] / (a0 * k)
gain_compression = compression_end[0] / (a0 * k)
assert abs(gain_tension / np.e - 1) < 0.05
assert abs(gain_compression * np.e - 1) < 0.05
creep_limit = sigma0 / (modulus * efold)
dislocation_limit = creep_limit / (burgers * dislocation_speed)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Oxygen pressure", pressure_torr, "Torr")
show("Oxygen gas temperature", gas_temperature, "K")
show("Unstressed recession rate R0", R0 * 1e9, "nm/s")
show("Stress magnitude", sigma0 / 1e6, "MPa")
show("Activation volume V", volume * 1e27, "nm^3")
show("Ripple wavelength", wavelength * 1e9, "nm")
show("Initial amplitude", a0 * 1e9, "nm")
show("Thermal energy kB*T", kT / const.e, "eV")
show("Wavenumber k", k * 1e-9, "1/nm")
show("Initial slope a*k", a0 * k)
show("Coefficient beta", volume / kT * 1e9, "1/GPa")
show("beta*sigma0 in tension", load)
show("Stress swing 2*a*k*sigma0", 2 * a0 * k * sigma0 / 1e6, "MPa")
show("Ripple growth rate, tension", growth, "1/s")
show("Ripple growth rate, compression", -growth, "1/s")
show("E-folding time", efold, "s")
show("E-folding time in minutes", efold / 60, "min")
show("Mean recession rate, tension", R0 * (1 + load) * 1e9, "nm/s")
show("Mean recession rate, compression", R0 * (1 - load) * 1e9, "nm/s")
show("Depth per e-fold, tension", depth_tension * 1e9, "nm")
show("Depth per e-fold, compression", depth_compression * 1e9, "nm")
show("Stress remainder at a*k=0.05 (of sigma0)", remainders[0], "", 3)
show("Stress remainder at a*k=0.025 (of sigma0)", remainders[1], "", 3)
show("Nonlinear amplitude factor, tension", gain_tension)
show("Nonlinear amplitude factor, compression", gain_compression)
show("Linear amplitude factor, tension", np.exp(growth * efold))
show("Linear amplitude factor, compression", np.exp(-growth * efold))
show("Second/first harmonic at end, tension", tension_end[1] / tension_end[0], "", 3)
show("Second/first harmonic at end, compression",
     compression_end[1] / compression_end[0], "", 3)
show("Atomic volume", atom_volume * 1e27, "nm^3")
show("Surface energy", surface_energy, "J/m^2")
show("Capillary length G", capillary_length * 1e9, "nm")
show("Capillary damping / growth", 100 * capillary_rate / growth, "%", 3)
show("Surface diffusivity", surface_diffusivity * 1e4, "cm^2/s")
show("Surface-diffusion damping / growth", 100 * diffusion_rate / growth, "%", 3)
show("Diffusivity that cancels growth",
     surface_diffusivity * growth / diffusion_rate * 1e4, "cm^2/s", 3)
show("Net rate with both smoothing terms", net_rate, "1/s")
show("Fastest-growing wavelength", 2e9 * np.pi / k_scan[peak], "nm", 3)
show("Net rate at that wavelength", net_scan[peak], "1/s", 3)
show("Cutoff wavelength", cutoff_wavelength * 1e9, "nm", 3)
show("Plane-strain modulus", modulus / 1e9, "GPa")
show("Strain-energy growth / linear growth", 100 * energy_rate / growth, "%", 3)
show("Exponential-law change, tension", 100 * (np.exp(load) - 1), "%", 3)
show("Exponential-law change, compression", 100 * (np.exp(-load) - 1), "%", 3)
print(f"Cubic stiffnesses C11, C12, C44: {C11:g}, {C12:g}, {C44:g} GPa")
show("Cubic factor replacing 2", factor_cubic)
show("Growth change from anisotropy", 100 * (factor_cubic / 2 - 1), "%", 3)
show("Supply-limited recession ceiling", ceiling * 1e9, "nm/s", 3)
show("Loss of stress sensitivity by supply", 100 * supply_fraction, "%", 3)
show("Oxygen mean free path", free_path * 100, "cm", 2)
show("Creep rate that relaxes stress in one e-fold", creep_limit, "1/s", 3)
show("Assumed dislocation speed", dislocation_speed * 1e6, "um/s")
show("Assumed Burgers vector", burgers * 1e9, "nm")
show("Dislocation density at that creep rate", dislocation_limit * 1e-4, "1/cm^2", 2)
print("all good")
```

Printed output:

```
Temperature: 1100 K
Oxygen pressure: 0.0001 Torr
Oxygen gas temperature: 300 K
Unstressed recession rate R0: 1 nm/s
Stress magnitude: 50 MPa
Activation volume V: 0.02 nm^3
Ripple wavelength: 1000 nm
Initial amplitude: 2 nm
Thermal energy kB*T: 0.09479 eV
Wavenumber k: 0.006283 1/nm
Initial slope a*k: 0.01257
Coefficient beta: 1.317 1/GPa
beta*sigma0 in tension: 0.06585
Stress swing 2*a*k*sigma0: 1.257 MPa
Ripple growth rate, tension: 0.0008274 1/s
Ripple growth rate, compression: -0.0008274 1/s
E-folding time: 1209 s
E-folding time in minutes: 20.14 min
Mean recession rate, tension: 1.066 nm/s
Mean recession rate, compression: 0.9342 nm/s
Depth per e-fold, tension: 1288 nm
Depth per e-fold, compression: 1129 nm
Stress remainder at a*k=0.05 (of sigma0): 0.00499
Stress remainder at a*k=0.025 (of sigma0): 0.00125
Nonlinear amplitude factor, tension: 2.706
Nonlinear amplitude factor, compression: 0.3678
Linear amplitude factor, tension: 2.718
Linear amplitude factor, compression: 0.3679
Second/first harmonic at end, tension: 0.0516
Second/first harmonic at end, compression: 0.0105
Atomic volume: 0.02 nm^3
Surface energy: 1 J/m^2
Capillary length G: 1.317 nm
Capillary damping / growth: 6.28 %
Surface diffusivity: 1e-10 cm^2/s
Surface-diffusion damping / growth: 0.673 %
Diffusivity that cancels growth: 1.49e-08 cm^2/s
Net rate with both smoothing terms: 0.0007699 1/s
Fastest-growing wavelength: 348 nm
Net rate at that wavelength: 0.00157 1/s
Cutoff wavelength: 212 nm
Plane-strain modulus: 160 GPa
Strain-energy growth / linear growth: 0.0312 %
Exponential-law change, tension: 6.81 %
Exponential-law change, compression: -6.37 %
Cubic stiffnesses C11, C12, C44: 166, 64, 80 GPa
Cubic factor replacing 2: 1.731
Growth change from anisotropy: -13.5 %
Supply-limited recession ceiling: 14.3 nm/s
Loss of stress sensitivity by supply: 6.97 %
Oxygen mean free path: 54 cm
Creep rate that relaxes stress in one e-fold: 2.59e-07 1/s
Assumed dislocation speed: 10 um/s
Assumed Burgers vector: 0.38 nm
Dislocation density at that creep rate: 6.8e+03 1/cm^2
all good
```
